\section*{Why semilocal functionals overbind the hemibonded water-dimer cation}

\section{A gap with the wrong sign}

Take two structures of the water-dimer cation, $(\mathrm{H_2O})_2^+$. In the hemibonded one, two intact water molecules face each other with their oxygen atoms 2.02~\AA\ apart. In the proton-transferred one, a proton has crossed over and left $\mathrm{OH}\cdots\mathrm{H_3O^+}$, with oxygen atoms 2.50~\AA\ apart. Coupled-cluster theory, CCSD(T), places the hemibonded structure 0.31~eV (30~kJ/mol) above the other. The semilocal functional PBE, at the same geometries and in the same 6-31G* basis, places it 0.40~eV (39~kJ/mol) below. The gap has moved by 0.71~eV and changed sign.

The two structures differ in where the missing electron, the hole, resides. In the hemibond it is shared equally by two molecules; after proton transfer it sits on OH. A semilocal functional assigns too low an energy to a shared hole. A model with two sites and one hole shows why, and lets the size of the error be estimated from calculations on a single water molecule.

Binding energies below are
\begin{equation}
D=E(\text{dimer})-E(\mathrm{H_2O})-E(\mathrm{H_2O^+}),
\end{equation}
so a negative $D$ means bound. Both monomers are frozen in the geometry they have in the hemibond. An error is a difference from CCSD(T) in the same basis, with oxygen $1s$ electrons uncorrelated. That reference is approximate too, but it is not a semilocal density functional. Formulas are in Hartree atomic units, numbers in eV and \AA.

\section{One hole on two sites: the correct energy}

Each water has a lone-pair orbital pointing towards its partner; call these $a$ and $b$. The neutral pair has four electrons in them. The cation has three: two in the bonding combination $\sigma=(a+b)/\sqrt2$ and one in the antibonding combination $\sigma^*=(a-b)/\sqrt2$. This is the two-centre three-electron bond, or hemibond. In this two-orbital picture the hole is in $\sigma^*$, half on each molecule.

Let $|A\rangle$ be the many-electron state with the hole on the first water and $|B\rangle$ the state with the hole on the second, taken as orthogonal. At large separation each has energy $E_L=E(0)+E(1)$, where $E(q)$ is the energy of one water carrying a hole of size $q$. Let the coupling between the states be $-t$, with $t>0$ by choice of their relative sign. For
\begin{equation}
|\Psi\rangle=\sqrt q\,|A\rangle+\sqrt{1-q}\,|B\rangle
\end{equation}
the energy is
\begin{align}
E_{\rm ex}(q)&=qE_L+(1-q)E_L-2t\sqrt{q(1-q)}\nonumber\\
&=E_L-2t\sqrt{q(1-q)} .\label{exact}
\end{align}
It is lowest at $q=1/2$, where it equals $E_L-t$. Sharing the hole is therefore a real source of binding, not an artefact of the functional. The question is what a semilocal functional adds.

Equation~\eqref{exact} has no repulsion between the two parts of the hole. Let $\hat n_A$ and $\hat n_B$ count the hole on each site. With one hole present, $\hat n_A\hat n_B=0$, so $\langle\hat n_A\hat n_B\rangle=0$, although $\langle\hat n_A\rangle\langle\hat n_B\rangle=q(1-q)$ is not zero. A hole is found on one molecule or on the other, and does not repel itself across the gap.

If the molecules are so far apart that $t\to0$, the energy is $E_L$ for every $q$. Each water then has a fractional charge on average, and by symmetry the two halves of the energy at $q=1/2$ are equal:
\begin{equation}
2E(1/2)=E(0)+E(1)\qquad\text{(exact theory)}.\label{linear}
\end{equation}
This is the midpoint case of the rule that the exact energy is linear between integer electron numbers.

\section{The error within one molecule}

A semilocal functional violates \eqref{linear}. To see the origin, consider one electron in a frozen orbital with occupation $n=1-q$. Its density is $n|a|^2$, and its Hartree self-repulsion is $\tfrac12Jn^2$, where $J$ is the Coulomb integral of $|a|^2$ with itself. Exact exchange is $-\tfrac12Jn^2$ and cancels it for every $n$. Local exchange is an integral of the density to the power $4/3$, so it scales as $n^{4/3}$. Suppose it cancels the self-repulsion at $n=1$. What remains is
\begin{equation}
\Delta(n)=\tfrac12J\left(n^2-n^{4/3}\right),
\end{equation}
which vanishes at $n=0$ and $n=1$. Halfway,
\begin{equation}
\Delta(1/2)=\tfrac12J(0.250-0.397)=-0.073J .
\end{equation}
The energy sags between the integers because the self-repulsion falls faster than the exchange meant to cancel it. In water, other electrons share the same space, orbitals relax and PBE has gradient terms, so the coefficient cannot be assumed to carry over. The curvature must be computed.

Represent the semilocal energy of one water by the parabola through $E(0)$ and $E(1)$ with second derivative $C$:
\begin{equation}
E(q)=(1-q)E(0)+qE(1)-\frac C2q(1-q).\label{parabola}
\end{equation}
The last term is $-\tfrac C2(q-q^2)$, whose second derivative is $+C$, as required. At $q=1/2$ it is $-C/8$, and two half-charged molecules give
\begin{equation}
F\equiv2E(1/2)-E(0)-E(1)=-\frac C4 .
\end{equation}
In the 6-31G* basis, self-consistent PBE calculations with half an electron removed give $F=-3.03$~eV, hence $C=4\times3.03=12.1$~eV. Both values belong to this basis and change somewhat in a larger one.

The shape of the parabola can be tested at other charges. At $q=1/4$ and $q=3/4$ the product $q(1-q)$ is $3/16$, so \eqref{parabola} predicts
\begin{equation}
E(\tfrac14)+E(\tfrac34)-E(0)-E(1)=-\frac{3C}{16}=-2.27~\text{eV}.
\end{equation}
Direct calculation also gives $-2.27$~eV. A term odd about $q=1/2$ would cancel in this sum and go unseen. It would cancel in the dimer too, where the charges are $q$ and $1-q$.

\section{The error between two molecules}

Now put hole $q$ on one water and $1-q$ on the other. Adding \eqref{parabola} for both gives
\begin{align}
E(q)+E(1-q)&=(1-q)E(0)+qE(1)+qE(0)+(1-q)E(1)\nonumber\\
&\quad-2\,\frac C2q(1-q)\nonumber\\
&=E_L-Cq(1-q).
\end{align}
The fragments also interact. The Hartree energy sees two net charges at distance $R$ and adds $q(1-q)/R$. Semilocal exchange and correlation cannot remove this: they are integrals over a local function of density and gradient, and for densities that do not overlap they split into one part per molecule, with no dependence on $R$.

Keeping the same coupling $t$, the semilocal counterpart of \eqref{exact} is
\begin{equation}
E_{\rm sl}(q)=E_L-2t\sqrt{q(1-q)}-\left(C-\frac1R\right)q(1-q).\label{sl}
\end{equation}
Subtracting \eqref{exact} at $q=1/2$ leaves the delocalisation error
\begin{equation}
\boxed{\;\delta(R)=-\frac C4+\frac1{4R}\;}\label{delta}
\end{equation}
Two errors of opposite sign compete: each half-charged molecule is too stable, while the halves repel when they should not. The sum is negative for $R>1/C$, which for PBE is 1.2~\AA. At so short a distance the clouds overlap strongly and the formula has lost its basis, so this number does not locate a real crossing. It shows only that the formula gives a negative PBE error at every distance used here.

\subsection*{The long-range limit}

Equation~\eqref{delta} can be tested where it should hold best. For these stretched dimers both molecular planes are perpendicular to the O--O axis, which removes the charge--dipole interaction. The PBE energy of the symmetric dimer, measured from two isolated half-charged waters, is 0.556~eV at 6~\AA\ and 0.387~eV at 9~\AA. The values of $1/(4R)$ are 0.600 and 0.400~eV. The misfit falls from 7\% to 3\%. In eV it falls from 0.044 to 0.013, a factor of 0.30, which agrees with $(6/9)^3=0.30$, the law for charge--quadrupole and dipole--dipole terms.

Measured from $\mathrm{H_2O}+\mathrm{H_2O^+}$, the same PBE energies are $0.556-3.031=-2.48$~eV at 6~\AA\ and $0.387-3.031=-2.64$~eV at 9~\AA. As $R\to\infty$ they approach $-3.03$~eV, where the correct binding energy is zero. The stretched PBE dimer thus repels itself at long range and yet lies far below its proper dissociation limit. The hemibond at 2.02~\AA, with $D=-2.90$~eV, is even slightly above the false limit. Binding must therefore be measured from integer-charged fragments, as is done here.

\section{What exact exchange changes}

Exact exchange acts on both errors. Take the repulsion first. The spin that lacks an electron has $\sigma$ occupied, and within the space of $a$ and $b$ its density matrix is
\begin{align}
\gamma(\mathbf r,\mathbf r')&=\tfrac12\,[a(\mathbf r)+b(\mathbf r)]\,[a(\mathbf r')+b(\mathbf r')]\nonumber\\
&=\tfrac12\,[aa'+bb'+ab'+ba'],
\end{align}
where a prime marks the argument $\mathbf r'$. If $a$ and $b$ do not overlap, every product containing $a(\mathbf r)b(\mathbf r)$ vanishes, and
\begin{equation}
|\gamma|^2=\tfrac14\left[a^2a'^2+b^2b'^2+a^2b'^2+b^2a'^2\right].
\end{equation}
The exchange energy of this spin is $-\tfrac12\iint|\gamma|^2/|\mathbf r-\mathbf r'|$. The first two terms belong to the separate half-charged molecules. The last two each give the intermolecular Coulomb integral, which tends to $1/R$:
\begin{equation}
-\frac12\cdot\frac14\cdot\frac2R=-\frac1{4R}.
\end{equation}
This cancels the false Hartree repulsion. The other spin has both $a$ and $b$ filled; its density matrix is $aa'+bb'$, without cross terms, and contributes nothing further. In Hartree--Fock theory the symmetric dimer at 6~\AA\ should thus lie close to two half-charged waters. It lies 0.06~eV below them, a tenth of $1/(4R)$ and similar to the 0.04~eV by which PBE falls short of the point-charge value.

For a functional with a fraction $x$ of exact exchange the error becomes
\begin{equation}
\delta_x(R)=F_x+\frac{1-x}{4R},\label{hybrid}
\end{equation}
where $F_x$ is computed from one molecule with that functional.

Within one molecule, Hartree--Fock errs the other way. With orbitals held fixed and one of them fractionally occupied, its self-repulsion and self-exchange cancel, and its interaction with the other electrons is proportional to its occupation. The energy is then a straight line in $q$. Relaxing the orbitals means taking, at each $q$, the lowest of many such lines. The lower envelope of straight lines is concave, so $E(1/2)$ lies on or above the mean of $E(0)$ and $E(1)$, and $F_{\rm HF}\ge0$. The computed value is $+1.24$~eV. Physically, the other electrons adapt to half a hole, when they ought to adapt fully to a hole that is either present or absent.

The sign of the error decides whether it favours spreading or localising the hole; the coupling $t$ always favours spreading. Write $q=(1+m)/2$, so that $q(1-q)=(1-m^2)/4$, and let $K=-4\delta_x$. For PBE, $K=C-1/R$. Equation~\eqref{sl} becomes
\begin{align}
E&=E_L-t\sqrt{1-m^2}-\frac K4(1-m^2)\nonumber\\
&\simeq E_L-t-\frac K4+\left(\frac t2+\frac K4\right)m^2,
\end{align}
using $\sqrt{1-m^2}\simeq1-m^2/2$. Equal sharing is stable against small imbalance if $K>-2t$. For PBE at the distances considered $K>0$, and the hole spreads however weak the coupling. For Hartree--Fock $K=-4\times1.24=-5.0$~eV, and in this model the hole localises once $t$ drops below 2.5~eV. That threshold uses the error of two separate molecules. At bonding distance it is only a rough guide and probably too high: the error of 0.89~eV found below at 2.02~\AA\ would put it near 1.8~eV. The PBE calculation on the hemibond was started with the hole wholly on one water (spin population 1.00) and ended with 0.50 on each. The Hartree--Fock hemibond was started symmetric and stayed so. This symmetric solution is stable at 2.02~\AA, but only narrowly: by 2.2~\AA\ the hole begins to localise on one water.

\section{The two isomers at bonding distance}

At 2.02~\AA\ the orbitals overlap, and \eqref{hybrid} is an estimate. With $1/(4R)=1.78$~eV it gives
\begin{align}
\text{PBE }(x=0):&\quad -3.03+1.78=-1.25~\text{eV},\nonumber\\
\text{PBE50 }(x=\tfrac12):&\quad -0.88+0.89=+0.01~\text{eV},\nonumber\\
\text{Hartree--Fock }(x=1):&\quad +1.24+0=+1.24~\text{eV}.\nonumber
\end{align}
PBE50 is PBE with half its exchange replaced by exact exchange. The computed binding energies and their errors, in eV, are:
\begin{center}
\begin{tabular}{lrrrr}
 & \multicolumn{2}{c}{hemibonded} & \multicolumn{2}{c}{proton-transferred}\\
 & $D$ & error & $D$ & error\\
CCSD(T) & $-1.95$ & & $-2.26$ & \\
PBE & $-2.90$ & $-0.95$ & $-2.50$ & $-0.24$\\
PBE50 & $-2.06$ & $-0.12$ & $-2.39$ & $-0.13$\\
Hartree--Fock & $-1.05$ & $+0.89$ & $-2.16$ & $+0.10$
\end{tabular}
\end{center}

The hemibond errors follow the predicted order and signs, apart from PBE50, where both numbers are small. From PBE to Hartree--Fock the predicted error rises by 2.49~eV and the actual one by 1.85~eV, about three quarters as much. A plausible reason is that overlapping molecules are no longer two separate half-charged systems, but this was not isolated. Nor does the model cover the whole Hartree--Fock error. Measured from CCSD(T), that error is by definition missing correlation; the part tied to the shared hole was not separated from the rest.

The proton-transferred isomer is the control. Its OH group carries a spin population of 1.01 to 1.02 in all three methods; the small excess over one is balanced by opposite spin on $\mathrm{H_3O^+}$. The hole is on one fragment, as it is in the reference state $\mathrm{H_2O}+\mathrm{H_2O^+}$. In the model this means $q=0$ or 1, where $q(1-q)$ vanishes and so does the error term in \eqref{sl}. The remaining PBE error of $-0.24$~eV lies outside the model, and its source was not isolated here.

The shift of the gap is the difference of the two errors:
\begin{equation}
-0.95-(-0.24)=-0.71~\text{eV},
\end{equation}
and $0.31-0.71=-0.40$~eV is the PBE gap. PBE thus reverses the order because it overbinds one isomer much more than the other.

PBE50 gives a gap of 0.33~eV, close to the reference 0.31~eV. This agreement should not be read as freedom from delocalisation error. Its fragment error is still $-0.88$~eV and happens to be offset by the remaining false repulsion at this distance. At 6~\AA\ equation~\eqref{hybrid} gives $-0.88+0.30=-0.58$~eV. A fraction of exchange that suits the hemibond at contact does not suit a hole shared by distant molecules.

\section{From the dimer to liquid water}

Simulations of oxide--water interfaces or of ionised water contain many molecules over which a hole might spread. Let $M$ equivalent, well-separated molecules in vacuum each carry $1/M$ of it. Equation~\eqref{parabola} gives each an error $-\tfrac C2\tfrac1M(1-\tfrac1M)$. Summing over molecules and adding the false repulsion of every pair,
\begin{equation}
\delta_M=-\frac C2\left(1-\frac1M\right)+\frac1{M^2}\sum_{i<j}\frac1{R_{ij}} .
\end{equation}
For $M=2$ this is \eqref{delta}. The fragment part grows in magnitude with $M$ towards $C/2$, twice its value for a pair. For $M>2$ a term in $E(q)$ odd about $q=1/2$ would no longer cancel, and such a term was not tested, so this growth is an estimate that rests on the parabola. In a liquid, polarisation of the surroundings changes both terms, so the vacuum value of $C$ should not be inserted there unaltered.

How secure is the dimer result, and how far does it carry? In the larger 6-31+G** basis the PBE gap is $-0.33$~eV; the reference gap, corrected by the basis shift found with second-order perturbation theory (MP2), is $+0.36$~eV. The reversal survives. The shift is then 0.69~eV, with an uncertainty that may be as large as the MP2 correction itself, 0.05~eV. Both geometries were chosen and held fixed. Lengthening the O--O distance of the hemibond to 2.15~\AA\ lowers its PBE energy by a further 0.03~eV, so the short bond did not create the PBE preference. Relaxation of the other isomer and zero-point motion were not included, so the reversal is shown for these fixed structures and not for fully relaxed isomers.

Ionised liquid water is known to pass a proton to a neighbouring molecule in well under a picosecond, which is the proton-transferred side of this competition. In a real solution, however, the ion is not isolated. A rough measure of the response of the liquid is the energy of a dipole $\mu$ in a spherical cavity of radius $a$,
\begin{equation}
\Delta G=-\frac{\epsilon-1}{2\epsilon+1}\,\frac{\mu^2}{a^3}.
\end{equation}
In PBE the proton-transferred ion has $\mu=0.98$ atomic units about the O--O midpoint; the hemibonded ion has none, by symmetry. With $\epsilon=78$ and $a=3.0$~\AA, both rough, $\Delta G=-0.07$~eV in favour of proton transfer. The net-charge term is the same for both ions in equal cavities and drops out. The dipole of an ion depends on the chosen origin, and higher multipoles and the true shape of the cavity are left out, so this number does not settle how strongly the liquid prefers either ion. Hydrogen bonds to specific neighbours are missing too. Thermal energy at 298~K is 0.026~eV, so a spurious shift of 0.7~eV is not something that thermal sampling would blur. A semilocal simulation may therefore favour hemibonded configurations for energetic reasons that belong to the functional. This is a risk inferred from the isolated dimer; no liquid was simulated here.

A practical check follows for a hole that may be shared by two equivalent fragments in vacuum: compute $F_x$ for one fragment, add $(1-x)/(4R)$, and compare the magnitude of the result with the energy difference of interest. Unless it is much the smaller of the two, the ordering of shared and localised structures should be checked with a method known to have a smaller error. A small result is not by itself a guarantee: at bonding distance the formula is only an estimate, which can even have the wrong sign when the fragments overlap strongly, and its two terms may cancel, as they do for PBE50 at 2.02~\AA, so each should be looked at separately. The full numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
Basis 6-31G*; fixed geometries; energies in eV
O-H length 0.98 A, H-O-H angle 107 deg
Hemibond O-O 2.02 A, tilt 15 deg
Proton-transferred O-O 2.50 A, shared O-H 1.04 A
PBE: 2E(1/2)-E(0)-E(1) = -3.031 eV
PBE50: 2E(1/2)-E(0)-E(1) = -0.884 eV
HF: 2E(1/2)-E(0)-E(1) = 1.240 eV
PBE curvature C = 12.12 eV
PBE crossing distance 1/C = 1.19 A
PBE E(1/4)+E(3/4)-E(0)-E(1) = -2.269 eV
Same from parabola = -2.273 eV
PBE, R=6 A: E(dimer)-2E(1/2) = 0.556 eV
PBE, R=9 A: E(dimer)-2E(1/2) = 0.387 eV
HF, R=6 A: E(dimer)-2E(1/2) = -0.059 eV
1/(4R) at 6 A = 0.600 eV
1/(4R) at 9 A = 0.400 eV
1/(4R) at 2.02 A = 1.782 eV
Start spin on first water, PBE hemibond = 1.000
PBE spin: one hemibond water 0.500, OH 1.015
PBE50 spin: one hemibond water 0.500, OH 1.016
HF spin: one hemibond water 0.500, OH 1.020
CCSD(T) binding: hemi -1.945, PT -2.257 eV
PBE binding: hemi -2.896, PT -2.495 eV
PBE50 binding: hemi -2.064, PT -2.389 eV
HF binding: hemi -1.051, PT -2.158 eV
PBE error: hemi -0.951, PT -0.237 eV
PBE50 error: hemi -0.119, PT -0.132 eV
HF error: hemi 0.894, PT 0.100 eV
PBE predicted hemi error = -1.249 eV
PBE50 predicted hemi error = 0.007 eV
HF predicted hemi error = 1.240 eV
CCSD(T) gap = 0.313 eV = 30.2 kJ/mol
PBE gap = -0.401 eV = -38.7 kJ/mol
PBE50 gap = 0.325 eV
HF gap = 1.107 eV
PBE gap in 6-31+G** = -0.328 eV
MP2 basis shift of gap = 0.050 eV
CCSD(T) gap plus MP2 shift = 0.363 eV
PBE hemibond, O-O 2.02 to 2.15 A: change -0.034 eV
Thermal energy kT at 298 K = 0.0257 eV
PT dipole about O-O midpoint = 0.98 a.u.
Cavity radius 3.0 A, relative permittivity 78 (rough)
Dipolar solvation of PT = -0.07 eV (rough)
\end{verbatim}
